# Onset of Stripe Polarization in an Unscreened, Nearly Ferroelectric Film, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a uniform film to the depolarizing spectrum

Suppose that a film close to its ferroelectric transition is to be simulated in a cell that repeats periodically in the plane. Before anything runs, a lateral width must be chosen for the cell. A periodic cell admits only patterns that fit into it a whole number of times. If the film wants to polarize in stripes and the cell is clearly shorter than one stripe period in both in-plane directions, the calculation will put the transition at too low a temperature and will show the wrong pattern. The width therefore has to be chosen with an estimate of the period in hand, and the estimate must say how the period changes with film thickness.

### The model

The film fills $|z| < d/2$, with vacuum on both sides. It is an insulator and carries no free charge, either inside or on its surfaces. The soft polarization $P$ points along the normal $z$. It may vary with $z$ and with one in-plane coordinate $x$, so the patterns considered are stripes. If the film is isotropic in its plane, the direction called $x$ is arbitrary, and the linear theory cannot select it.

The energy is

$$ F = \int_{\rm film} \left[ \frac{A}{2} P^2 + \frac{g}{2} (\partial_x P)^2 + \frac{b}{4} P^4 \right] dV + W , $$

with $g > 0$ and $b > 0$. The coefficient $A$ falls on cooling and would vanish at the transition of a sample without depolarizing fields. The gradient term penalizes variation along $x$; variation along $z$ gets its own term in Part 2. This is a mean-field description: thermal fluctuations of $P$ are left out.

$W$ is the electrostatic energy. All polarization other than $P$ is taken to respond linearly, with relative permittivity $\varepsilon_\perp$ in the plane and $\varepsilon_b$ along $z$. With the potential $\phi$ and $\mathbf E = -\nabla\phi$, the displacement in the film is

$$ D_x = -\varepsilon_0 \varepsilon_\perp \partial_x \phi , \qquad D_z = -\varepsilon_0 \varepsilon_b \partial_z \phi + P . $$

The constant $\varepsilon_b$ excludes the soft response, which $P$ already describes. Outside, $\mathbf D = -\varepsilon_0 \nabla\phi$. Everywhere $\nabla \cdot \mathbf D = 0$, because there is no free charge. The energy stored in the field and in the linear polarization is

$$ W = \frac{\varepsilon_0}{2} \int_{\rm film} \left[ \varepsilon_\perp (\partial_x\phi)^2 + \varepsilon_b (\partial_z\phi)^2 \right] dV + \frac{\varepsilon_0}{2} \int_{\rm out} |\nabla\phi|^2 \, dV . $$

### First case: uniform polarization

Let $P$ be the same everywhere in the film. By symmetry the displacement has only a $z$ component, and $\nabla \cdot \mathbf D = 0$ makes it constant through the film and the vacuum. With no applied field it is zero. Inside the film this gives

$$ 0 = \varepsilon_0 \varepsilon_b E_z + P \quad \Rightarrow \quad E_z = - \frac{P}{\varepsilon_0 \varepsilon_b} . $$

The energy density $\varepsilon_0 \varepsilon_b E_z^2 / 2$ equals $P^2 / (2 \varepsilon_0 \varepsilon_b)$. It adds $1/(\varepsilon_0 \varepsilon_b)$ to $A$, so the unpolarized film becomes unstable to uniform polarization at

$$ A = - \frac{1}{\varepsilon_0 \varepsilon_b} . $$

This is a very large negative value on the scale of $A$ near a transition. A film that can find a cheaper pattern will do so long before.

### Second case: a modulated wave in an unbounded crystal

To see what makes a pattern cheap, forget the surfaces for a moment and take

$$ P = P_0 \cos kx \cos qz , \qquad \phi = \phi_0 \cos kx \sin qz . $$

Inside the material, $\nabla \cdot \mathbf D = 0$ reads

$$ - \varepsilon_0 \varepsilon_\perp \partial_x^2 \phi - \varepsilon_0 \varepsilon_b \partial_z^2 \phi + \partial_z P = 0 . $$

Each second derivative of $\phi$ brings down $-k^2$ or $-q^2$, and $\partial_z P$ brings down $-q$ and turns the cosine into a sine. Hence

$$ \varepsilon_0 ( \varepsilon_\perp k^2 + \varepsilon_b q^2 ) \phi_0 = q P_0 . $$

The depolarizing field is $E_z = -\partial_z \phi = - q \phi_0 \cos kx \cos qz$, which is $-N P$ with

$$ N = \frac{q^2}{\varepsilon_0 ( \varepsilon_\perp k^2 + \varepsilon_b q^2 )} . $$

Two limits test this. For $k = 0$ it returns $1/(\varepsilon_0 \varepsilon_b)$, the uniform-film value: a wave that varies only along its own polarization pays the full depolarizing cost. For $q = 0$ it vanishes, since $P$ then has no divergence and creates no bound charge. Between the limits, a large $k$ and a large $\varepsilon_\perp$ both lower the cost, because bound charges of opposite sign lie close together in the plane and the in-plane response screens them.

In a film $q$ cannot be zero. A polarization that stayed constant up to the surface would leave charge there. One may guess that $P$ falls nearly to zero at both faces, so that half a wave fits across the film and $q \approx \pi/d$. The rest of this part replaces the guess by a calculation.

### When is the unpolarized film stable?

Multiply $\nabla \cdot \mathbf D = 0$ by any continuous function $\psi$ that decays away from the film, integrate over all space and integrate by parts. Since $D_z$ is continuous at the faces, no surface terms remain, and $\int \mathbf D \cdot \nabla \psi \, dV = 0$. Written out,

$$ \mathcal B(\phi, \psi) = \int_{\rm film} P \, \partial_z \psi \, dV , $$

where

$$ \mathcal B(\phi, \psi) = \varepsilon_0 \int_{\rm film} ( \varepsilon_\perp \partial_x\phi \, \partial_x\psi + \varepsilon_b \partial_z\phi \, \partial_z\psi ) \, dV + \varepsilon_0 \int_{\rm out} \nabla\phi \cdot \nabla\psi \, dV . $$

Setting $\psi = \phi$ gives $\mathcal B(\phi,\phi) = 2W$, so

$$ W = \frac12 \int_{\rm film} P \, \partial_z \phi \, dV . $$

The potential depends linearly on $P$, which allows us to define an operator $\hat N$ by $\partial_z \phi = \hat N P$ inside the film. The depolarizing field is then $E_z = -\hat N P$. Let $\phi_1$ and $\phi_2$ belong to $P_1$ and $P_2$. Using the relation above once with each source,

$$ \int P_2 \, \hat N P_1 \, dV = \mathcal B(\phi_2, \phi_1) = \mathcal B(\phi_1, \phi_2) = \int P_1 \, \hat N P_2 \, dV . $$

So $\hat N$ is symmetric, and $W \geq 0$ makes it positive.

The film looks the same after a shift along $x$, so different in-plane wavenumbers do not mix in the quadratic energy. For $P(x,z) = P(z) \cos kx$ with $k > 0$, the average of $\cos^2 kx$ or $\sin^2 kx$ is $1/2$, and the quadratic energy per unit area is

$$ \frac{F_2}{S} = \frac14 \int_{-d/2}^{d/2} \left[ (A + g k^2) P^2 + P \hat N_k P \right] dz . $$

Let $N(k)$ be the lowest eigenvalue of $\hat N_k$. The quadratic energy is positive for every such pattern if and only if

$$ A + g k^2 + N(k) > 0 \quad \text{for all } k . $$

The unpolarized state therefore loses stability at

$$ A_c = - \min_k \left[ g k^2 + N(k) \right] . $$

The quartic term adds a further statement. For $A \geq A_c$ the quadratic energy is nowhere negative, and with $b > 0$ the quartic energy is positive for every nonzero $P$. Hence no polarized stripe state, however large its amplitude, has lower energy than $P = 0$ before $A_c$ is reached. With $b < 0$ this argument fails, and a polarized state could win earlier by a discontinuous transition.

### The eigenvalue problem in the film

Write a prime for $d/dz$. With the factor $\cos kx$ removed, Gauss's law in the film is

$$ \varepsilon_0 \varepsilon_b \phi'' - \varepsilon_0 \varepsilon_\perp k^2 \phi = P' . $$

An eigenfunction satisfies $\phi' = N P$, so $P' = \phi''/N$. Inserting this and collecting $\phi''$ on one side,

$$ \left( \frac1N - \varepsilon_0 \varepsilon_b \right) \phi'' = - \varepsilon_0 \varepsilon_\perp k^2 \phi . $$

The sign of the bracket decides between oscillating and exponential solutions. It follows from the energy. Let $\| f \|$ be the root of the integral of $f^2$ over the film. Dropping positive terms from $2W$ and then using the Cauchy–Schwarz inequality,

$$ \varepsilon_0 \varepsilon_b \| \phi' \|^2 \leq \int P \phi' \, dz \leq \| P \| \, \| \phi' \| . $$

Thus $\| \phi' \| \leq \| P \| / (\varepsilon_0 \varepsilon_b)$, and no eigenvalue exceeds $1/(\varepsilon_0 \varepsilon_b)$. Equality is excluded as well: the bracket would vanish, which forces $\phi = 0$ in the film, hence $\phi' = 0$ and $P = 0$. The bracket is therefore positive and the solutions oscillate:

$$ \phi'' = - q^2 \phi , \qquad q^2 = \frac{\varepsilon_0 \varepsilon_\perp k^2}{1/N - \varepsilon_0 \varepsilon_b} . $$

Solving for $N$,

$$ \frac1N = \varepsilon_0 \left( \varepsilon_b + \frac{\varepsilon_\perp k^2}{q^2} \right) , \qquad N = \frac{q^2}{\varepsilon_0 ( \varepsilon_\perp k^2 + \varepsilon_b q^2 )} . $$

This is the formula of the unbounded crystal. The surfaces enter through the allowed values of $q$.

A lowest eigenvalue does exist. Integrating Gauss's law once shows that $\varepsilon_0 \varepsilon_b \phi' - P$ equals an integral of $\phi$ plus a constant. This difference depends on $P$ through a smoothing, compact operator. The spectrum of $\hat N_k$ therefore consists of discrete eigenvalues that can accumulate only at $1/(\varepsilon_0 \varepsilon_b)$, and those below it include the minimum.

### Matching to the vacuum

Above the film $\phi'' = k^2 \phi$, and the decaying solution is proportional to $e^{-kz}$. At the upper face this gives $D_z = - \varepsilon_0 \phi' = \varepsilon_0 k \phi$. Just inside the face,

$$ D_z = - \varepsilon_0 \varepsilon_b \phi' + \frac{\phi'}{N} = \frac{\varepsilon_0 \varepsilon_\perp k^2}{q^2} \phi' . $$

Both $\phi$ and $D_z$ are continuous, so at $z = d/2$

$$ \frac{\varepsilon_\perp k}{q^2} \phi' = \phi . $$

The film is symmetric about $z = 0$, and its modes are even or odd. For even $P$ the potential is $\phi = \sin qz$, and the condition becomes

$$ q \tan \frac{qd}{2} = \varepsilon_\perp k . $$

The left side rises from zero to infinity as $qd$ goes from $0$ to $\pi$, so there is one root in that interval. For odd $P$ the potential is $\cos qz$, which gives $q \cot (qd/2) = - \varepsilon_\perp k$. The right side is negative, so these roots have $qd > \pi$. Since $1/N$ falls as $q$ grows, $N$ grows with $q$, and the lowest mode is the even one with

$$ P \propto \cos kx \cos qz , \qquad 0 < qd < \pi . $$

A direct integration over bound charge tests the matching. A sheet of charge $\sigma \cos kx$ at height $z'$ produces the potential $\sigma \cos kx \, e^{-k|z-z'|} / (2 \varepsilon_0 k)$, because the normal displacement must jump by $\sigma$ across it. For unit permittivities and $kd = 3$, summing the volume charge $-\partial_z P$ and the two surface charges reproduced $E_z = -NP$ at four heights to rounding error. For the permittivities of the example in Part 2, a finite-element form of $W$, diagonalized without use of the analytic mode, gave the same $N$ within a relative difference of $10^{-5}$.

### Limit of long in-plane waves

If $\varepsilon_\perp k d \ll 1$, then $qd$ is small and the tangent may be replaced by its argument: $q^2 d / 2 \approx \varepsilon_\perp k$. This gives $\varepsilon_\perp k^2 / q^2 \approx kd/2$ and

$$ N(k) \approx \frac{1}{\varepsilon_0 ( \varepsilon_b + kd/2 )} . $$

At $k = 0$ the uniform-film value returns. Away from it $N$ falls linearly, with initial slope $-d/(2 \varepsilon_0 \varepsilon_b^2)$, while $gk^2$ rises only quadratically. A small $k$ therefore costs less than $k = 0$ for any thickness to which the model applies. The first instability of the unscreened film is modulated.

The finite-element calculation at $kd = 10^{-4}$ gave $1/(\varepsilon_0 N) - \varepsilon_b$ larger than $kd/2$ by the factor $1.0033$. The next term of the tangent explains the excess. It multiplies $kd/2$ by $1 + q^2 d^2/12$, with $q^2 d^2 \approx 2 \varepsilon_\perp k d = 0.04$.

### Limit of ideal electrodes

Now cover both faces with ideal conductors joined by a wire. The condition at the faces becomes $\phi = 0$. If $P$ does not vary along $z$, then $P' = 0$ in the film, and $\phi = 0$ solves Gauss's law together with the boundary condition. The electrodes supply the charge that cancels the bound surface charge. Hence $N = 0$ for every $k$, the remaining cost is $gk^2$, and the first instability is the uniform one at $A = 0$. The stripes of the bare film owe their existence to incomplete screening.

## Part 2. The square-root law and its range

The film has thickness $d$ and lies in vacuum. The energy density contains $A P^2/2$ and $g (\partial_x P)^2 / 2$; $\varepsilon_\perp$ and $\varepsilon_b$ are the relative permittivities in the plane and, for the background, along $z$. The lowest mode at in-plane wavenumber $k$ is $P \propto \cos kx \cos qz$. Part 1 gave its depolarizing cost and the condition on $q$:

$$ N(k) = \frac{q^2}{\varepsilon_0 ( \varepsilon_\perp k^2 + \varepsilon_b q^2 )} , \qquad q \tan \frac{qd}{2} = \varepsilon_\perp k , \qquad 0 < qd < \pi . $$

The unpolarized film becomes unstable at $A_c = - \min_k G(k)$, where $G(k) = g k^2 + N(k)$.

### Thick films: the leading law

When $\varepsilon_\perp k \gg q$, the tangent is large and $qd$ lies close to $\pi$. The earlier guess of half a wave across the film is then justified. If also $\varepsilon_b q^2 \ll \varepsilon_\perp k^2$, the second term in the denominator of $N$ can be dropped:

$$ N(k) \approx \frac{C}{k^2} , \qquad C = \frac{\pi^2}{\varepsilon_0 \varepsilon_\perp d^2} . $$

Completing the square shows the minimum without differentiation:

$$ G(k) \approx g k^2 + \frac{C}{k^2} = \left( \sqrt g \, k - \frac{\sqrt C}{k} \right)^2 + 2 \sqrt{gC} . $$

The square vanishes at $k_0^4 = C/g$. With the length

$$ \ell = \sqrt{ g \varepsilon_0 \varepsilon_\perp } $$

this reads

$$ k_0^2 = \frac{\pi}{d \sqrt{g \varepsilon_0 \varepsilon_\perp}} = \frac{\pi}{\ell d} . $$

The period $\lambda_0 = 2\pi / k_0$ is

$$ \lambda_0 = 2\pi \sqrt{ \frac{\ell d}{\pi} } = 2 \sqrt{ \pi \ell d } . $$

The value at the minimum is $2\sqrt{gC} = 2 g k_0^2$, so the leading threshold is

$$ A_{c0} = - 2 g k_0^2 = - \frac{2\pi}{d} \sqrt{ \frac{g}{\varepsilon_0 \varepsilon_\perp} } . $$

The period grows as $\sqrt d$, and the suppression of the transition falls as $1/d$. In the limit $d \to \infty$ the threshold returns to $A = 0$, as it should for a bulk crystal.

It remains to show that no lower minimum hides at small $k$, where the leading form of $N$ does not hold. The condition on $q$ gives $k/q = \tan(qd/2) / \varepsilon_\perp$, so

$$ \frac1N = \varepsilon_0 \left[ \varepsilon_b + \frac{ \tan^2 (qd/2) }{ \varepsilon_\perp } \right] . $$

As $k$ grows, $q$ grows, the tangent grows, and $N$ falls. Thus $N(k)$ decreases steadily. For every $k < k_0/2$ it exceeds $N(k_0/2) \approx 4C/k_0^2 = 4 g k_0^2$, which is already twice the minimum found. For $k \geq k_0/2$ the leading form holds once the film is thick enough. The minimum at $k_0$ is therefore the global one for thick films.

For thick films, the stripe period at the onset grows as $\sqrt d$, while the suppression of the transition falls as $1/d$. It remains to explain the balance behind this law, find its corrections and limits, test it numerically, and use it to choose the cell width.
